Order of Annealing Steps in Exponentially Slowing Oxide Growth on Silicon

Let x(t) be the thickness of a uniform oxide film on silicon at time t, and T(t) the temperature. The growth law considered is

dx/dt = A(T) exp(−x/L). (1)

The prefactor A(T) ≥ 0 is a rate, in length per time, and L > 0 is the decay length: each additional thickness L slows growth at a given temperature by a factor e. Three assumptions are contained in this notation. The length L is the same at all temperatures. The prefactor depends on the present temperature and not on earlier treatment. Growth is the only process that changes x, so no oxide is removed. The oxygen pressure is held fixed, so that temperature alone controls A.

In atomic units temperature enters as the energy k_B T. Equation (1) contains no other constant of nature, and the algebra below keeps its form in any consistent units. The numerical example uses nanometres, seconds, kelvin and electronvolts.

Let the process run from t = 0 to t = t_f, with initial thickness x₀ and final thickness x_f. Define the dose

Θ = ∫₀^{t_f} A(T(t)) dt. (2)

It is a length: the thickness that would be added if the rate were always A(T), its value at zero thickness. The claim is that, for given x₀ and L, the thermal history affects x_f through Θ alone.

Multiply (1) by exp(x/L), which is never zero:

exp(x/L) dx/dt = A(T(t)).

The left side is the time derivative of L exp(x/L), because differentiating the exponential produces a factor 1/L that cancels the L in front. It is therefore convenient to use the dimensionless variable

u = exp(x/L), du/dt = A(T(t))/L. (3)

The right side does not contain u. The rate at which u increases is set by the temperature and is indifferent to the thickness already present. Integration over the process gives

u_f = u₀ + Θ/L,

and, on taking the logarithm,

x_f = L ln[exp(x₀/L) + Θ/L]. (4)

If the history is cut into pieces with doses Θ₁, Θ₂, …, then Θ is their sum. A sum does not depend on the order of its terms, so performing the same pieces in another order leaves x_f unchanged. A piece may also be run backwards in time, since this does not alter its integral. Conversely, (4) increases strictly with Θ, so two histories that start from the same x₀ and end at the same x_f must have had the same dose.

What adds is u, not x. A step of dose Θ₁ that starts from u produces the increment

Δx = L ln(u + Θ₁/L) − L ln u = L ln[1 + Θ₁/(L u)], (5)

which becomes smaller as u grows. The same step yields less oxide when it comes later. In a two-step process the first step gains what the second loses, and (4) shows that the compensation is complete at the end. It does not hold midway: unless the two doses are equal, the thickness between the steps depends on which was done first.

Two limits show what the logarithm does. If Θ/L is much smaller than exp(x₀/L), expansion of (4) to first order gives

x_f ≈ x₀ + Θ exp(−x₀/L).

The film has not thickened enough to alter its own rate, and increments then add to this order. In the opposite limit, Θ/L much larger than exp(x₀/L),

x_f ≈ L ln(Θ/L).

The starting thickness has been almost forgotten, and doubling the dose adds only L ln 2.

The effect of a small change in dose follows by differentiating (4):

dx_f/dΘ = L (1/L)/[exp(x₀/L) + Θ/L] = exp(−x_f/L). (6)

The final thickness appears here, not the thickness at the moment when the extra dose is delivered. Extra oxide grown early slows all later growth, and this reduces its effect to that of the same dose given at the end.

For a worked case take L = 0.50 nm, x₀ = 0.80 nm and the Arrhenius form

A(T) = A_r exp[−(E/k_B)(1/T − 1/T_r)], (7)

with A_r = 0.40 nm/s at T_r = 1100 K and E = 1.50 eV. One hold lasts 120 s at 1000 K, the other 30 s at 1100 K, and temperature changes are at first taken as instantaneous. Equation (7) gives A = 0.08219 nm/s at 1000 K, so the doses are

Θ_cold = 0.08219 × 120 = 9.863 nm,
Θ_hot = 0.40 × 30 = 12.000 nm,

with sum Θ = 21.863 nm. The initial value of u is exp(0.80/0.50) = 4.953, and therefore

u_f = 4.953 + 21.863/0.50 = 48.679,
x_f = 0.50 ln 48.679 = 1.943 nm,

or 19.43 angstrom. Direct numerical integration of (1) gives 1.9426 nm for cold before hot and 1.9426 nm for hot before cold. The fourth decimal serves to compare calculations; it has no meaning for a real film, whose atomic layers are a few tenths of a nanometre thick.

The intermediate thicknesses differ. After the cold hold alone the film is 1.603 nm thick, and after the hot hold alone 1.683 nm. The hot hold thus adds 0.883 nm if it comes first but 0.340 nm if it comes second. Adding the two increments that each hold produces on the initial film would give 2.486 nm, which is 0.543 nm too thick.

That Θ decides the result does not mean that the average temperature does. A history of total duration t_f can be replaced by a constant temperature T_eq that gives the same dose:

A(T_eq) = Θ/t_f. (8)

Inserting (7) and taking the logarithm,

1/T_eq = 1/T_r − (k_B/E) ln[Θ/(A_r t_f)].

To compare T_eq with the time-averaged temperature, differentiate (7) twice:

A′ = A E/(k_B T²),
A″ = A [E²/(k_B² T⁴) − 2E/(k_B T³)] = [A E/(k_B T³)] [E/(k_B T) − 2].

The function A is convex where T < E/(2k_B), which is 8703 K here and far above any temperature of use. The average of a convex function is at least its value at the average argument. Since A also increases with T, T_eq cannot lie below the mean temperature. In the example the mean is 1020 K and T_eq is 1034 K. Holding the film at 1020 K for the full 150 s would give 1.840 nm, about 0.10 nm less than the two holds.

Real temperature changes take time, and the dose (2) includes them. On a ramp of constant speed r > 0, dt = |dT|/r, so a ramp between T_a and T_b, with T_a < T_b, contributes

Θ_ramp = (1/r) ∫ from T_a to T_b of A(T) dT. (9)

Suppose that heating proceeds at r_up and cooling at r_down, and that the wafer starts and ends at a low temperature T₀. In the order cold hold, hot hold, the temperature rises in two stages and falls in one. In the reverse order it rises in one stage and falls in two. Either way each temperature between T₀ and the hot hold is crossed once upwards and once downwards. The total ramp dose is

(1/r_up + 1/r_down) ∫ from T₀ to T_hot of A(T) dT

in both orders, even if the two speeds differ.

With three holds this need not be so. If the hot hold is split into two halves placed before and after the cold hold, the interval between T_cold and T_hot is crossed one more time in each direction. The additional dose is

ΔΘ = (1/r_up + 1/r_down) ∫ from T_cold to T_hot of A(T) dT. (10)

This does not contradict (4). The holds have been reordered, but the complete history now contains additional pieces.

For T₀ = 300 K, heating at 50 K/s and cooling at 20 K/s, the ramps of the two-hold process add a dose of 1.738 nm and bring the final thickness to 1.977 nm in either order. The sequence hot, cold, hot, with the same total hold times, receives a further 1.440 nm of dose and ends at 2.004 nm. The difference of 0.027 nm comes from the extra ramps. These results assume that the wafer itself follows the linear ramps. If its temperature lags the programmed one, the dose generally differs between the two orders: for a first-order lag with a time constant of 3 s, cold first gives 1.961 nm and hot first 1.953 nm.

The exponential form of (1) is sufficient for order independence, but it is not necessary. To find the general condition, let

dx/dt = f(x,T) > 0,

with f smooth in x, and write f₁ and f₂ for the rates at two temperatures. A prime on these rates denotes a derivative with respect to x, and all are evaluated at x₀ unless stated otherwise. After a short time t₁ at the first temperature,

x₁ = x₀ + t₁ f₁ + ½ t₁² f₁ f₁′,

to second order, because d²x/dt² = f′ dx/dt = f′ f. A following time t₂ at the second temperature adds

t₂ f₂(x₁) + ½ t₂² f₂ f₂′ = t₂ f₂ + t₁ t₂ f₁ f₂′ + ½ t₂² f₂ f₂′.

The middle term on the right arises because the second rate is evaluated on the thickened film. Let x₁₂ be the result for step 1 followed by step 2, and x₂₁ the result for the reverse order. The latter is obtained by exchanging the labels. All terms except the mixed ones cancel in the difference:

x₁₂ − x₂₁ = t₁ t₂ (f₁ f₂′ − f₂ f₁′) + higher orders. (11)

If order is irrelevant for every start and every pair of durations, the bracket must vanish at every x. Division by f₂² turns this condition into

(f₁/f₂)′ = 0.

The ratio of the rates at any two temperatures is then independent of x. Choosing one temperature as reference and calling its rate g(x), one obtains

f(x,T) = A(T) g(x), (12)

where A(T) is now the ratio to the reference rate. Conversely, if (12) holds, then dx/g(x) = A dt, and the integral of 1/g from x₀ to x_f equals the integral of A over time. Order is then irrelevant for steps of any length. For instance, dx/dt = a(T)/(x + b) with constant b makes (x + b)²/2 additive. What matters is that temperature multiplies the whole growth curve by a common factor.

A decay length that varies with temperature violates (12). With f_i = A_i exp(−x/L_i), the derivative is f_i′ = −f_i/L_i, and (11) becomes

x₁₂ − x₂₁ ≈ t₁ t₂ f₁ f₂ (1/L₁ − 1/L₂). (13)

To leading order in the durations, the film ends thicker if the step with the smaller decay length comes first. The rate of that step falls by a larger fraction for the same small added thickness. To this order, postponing a step costs it t₁ t₂ f₁ f₂ divided by its own decay length, so the step with the smaller decay length loses more.

Such a variation arises if the activation barrier rises linearly with thickness, as E + s x with constant slope s. The Boltzmann factor separates into

exp[−(E + s x)/(k_B T)] = exp[−E/(k_B T)] exp[−s x/(k_B T)],

and comparison with (1) gives

L(T) = k_B T/s. (14)

For an assumed slope of 0.18 eV/nm, L is 0.479 nm at 1000 K and 0.527 nm at 1100 K. With A(T), the initial thickness and the hold times unchanged, and without ramps, cold first gives 1.969 nm and hot first 1.950 nm. The difference of 0.020 nm has the sign of (13), although these holds are not short. Its size is not given by (13): evaluated for these durations, (13) yields about 0.9 nm, because both rates fall steeply during the holds. It is about 1% of the final thickness.

A second violation can arise when growth has a contribution that does not decay with thickness:

dx/dt = A(T) exp(−x/L) + k(T), with k > 0. (15)

Here L is again constant. Multiplication by u/L, with u = exp(x/L), gives

du/dt = A/L + (k/L) u.

The rate of increase of u now depends on u. At constant temperature the sum u + A/k obeys d(u + A/k)/dt = (k/L)(u + A/k), so it grows exponentially. After a hold of duration t, with m = exp(k t/L),

u(t) = m u(0) + c, c = (A/k)(m − 1).

Two holds in succession give

u₁₂ = m₂(m₁ u₀ + c₁) + c₂,
u₂₁ = m₁(m₂ u₀ + c₂) + c₁.

The terms with u₀ cancel on subtraction, leaving c₁(m₂ − 1) − c₂(m₁ − 1). Inserting c₁ and c₂,

u₁₂ − u₂₁ = (m₁ − 1)(m₂ − 1)(A₁/k₁ − A₂/k₂). (16)

This holds for any durations. Since both m exceed one, the order is irrelevant only if A/k is the same at the two temperatures. If k has the larger activation energy, A/k is larger at the lower temperature, and cold first gives the thicker film.

For a rough background rate of 0.70 pm/s at 1100 K with an activation energy of 2.00 eV, the rate at 1000 K is 0.085 pm/s. The factors in (16), with label 1 for the cold hold, are

m₁ − 1 = 0.0206, m₂ − 1 = 0.0429,
A₁/k₁ − A₂/k₂ = 968 − 571 = 397,

so that u₁₂ − u₂₁ is about 0.35. With u near 50, the thickness difference is about L × 0.35/50 = 0.0035 nm. Integration of (15) gives 1.9616 nm for cold first and 1.9582 nm for hot first, in agreement with this. The background itself thickens the film by 0.016 to 0.019 nm, several times the effect of order.

A third violation is memory. Suppose that a preceding hot hold lowers A during the cold hold by 10%, while the cold hold leaves no trace; both are assumptions made to size the effect. With hot first, the dose is reduced by 0.10 × 9.863 = 0.986 nm. The sensitivity (6) is 1/48.679 = 0.0205 at the final thickness, which predicts a loss of 0.020 nm. The full calculation gives 0.021 nm.

An error in temperature acts through the dose. If it stays with its hold when the order is changed, it does not make order matter; an error tied to the position in the sequence, such as a drift, can do so, to first order in proportion to the difference between Θ_cold/T_cold² and Θ_hot/T_hot². In this example the two are nearly equal, and an error of 5 K on whichever hold comes second changes the order difference by less than 0.0001 nm. If both holds are too hot by a small δT, A′ = A E/(k_B T²) gives

δΘ ≈ δT (E/k_B)(Θ_cold/T_cold² + Θ_hot/T_hot²).

For δT = 5 K this is 1.72 nm, and multiplication by the sensitivity gives 0.035 nm. Recalculation at the shifted temperatures also gives a film thicker by 0.035 nm. In this example such an error outweighs each of the order effects estimated above.

The real case nearest to these parameters is rapid dry oxidation of silicon near atmospheric pressure, here 760 Torr, starting from a thin chemical oxide. A final thickness of about 2 nm belongs to that regime, but A and L are round model parameters, not constants of silicon. The holds are on the cool side for rapid oxidation, and the growth rate at the end of the hot hold, about 0.5 nm per minute when that hold comes last, is probably high for 1100 K. The decay length is also short. Descriptions that extend to films of tens of nanometres can add an exponentially decaying term, with a length of several nanometres, to a linear-parabolic rate. The value 0.50 nm is chosen to give a steep initial slowing and is not derived from such a description. At 1100 K and a thickness of 1.943 nm, the background of the example is 8.5% of the exponential rate. In a linear-parabolic law, diffusion through the film divides the thin-film rate by 1 + 2x/a, where a is a length. The value of a depends on the parameter set and is a few hundred nanometres near 1100 K. Taken as 200 nm, it would slow the background by about 2%, and by less if a is larger, which is negligible here. For thicker films, in this example beyond x = L ln(A/k), which is 3.2 nm at 1100 K and 3.4 nm at 1000 K, the background dominates, and (4) then no longer describes the growth.

Real oxidation need not satisfy either the constancy of L or the absence of memory. For the assumed barrier slope and the assumed 10% loss, each moves the result by about 0.02 nm between the two orders, well below one atomic layer. The direction and size of these shifts follow from the assumed values, and the continuum model cannot establish that they would be resolved in a measurement. Steps may be interchanged on the strength of (12) if the pressure is the same in all of them, the ramp dose is unchanged, earlier treatment leaves no memory, and growth curves taken at all temperatures at which appreciable oxide grows, including those crossed on the ramps, differ by a factor independent of thickness. The last condition can be examined directly: plotted as ln(dx/dt) against x, the curves for different temperatures must be parallel, and for (1) they must also be straight. Parallel curves do not exclude memory, which requires a comparison of films of equal thickness with different histories. The values used here are collected in the numerical output.

Computed results

```
Decay length L: 0.50 nm
Initial thickness: 0.80 nm
Activation energy of A: 1.50 eV
Reference temperature: 1100 K
Oxygen pressure (fixed): 760 Torr
Cold hold temperature: 1000 K
Cold hold time: 120 s
Hot hold temperature: 1100 K
Hot hold time: 30 s
A cold: 0.08219 nm/s
A hot: 0.40000 nm/s
Dose cold: 9.863 nm
Dose hot: 12.000 nm
Dose total: 21.863 nm
exp(x0/L): 4.953
exp(x0/L) + dose/L: 48.679
Thickness after cold hold alone: 1.6030 nm
Thickness after hot hold alone: 1.6828 nm
Final, formula: 1.9426 nm
Final, formula, converted: 19.43 angstrom
Final, cold first, integrated: 1.9426 nm
Final, hot first, integrated: 1.9426 nm
Wrong sum of separate increments: 2.4858 nm
Sensitivity exp(-x/L): 0.02054 nm per nm of dose
Mean temperature: 1020.0 K
Equivalent temperature: 1034.0 K
Final if held at mean temperature: 1.8399 nm
Convexity limit E/(2 kB): 8703 K
Ramp start and end temperature: 300 K
Heating speed: 50 K/s
Cooling speed: 20 K/s
Ramp dose, two holds: 1.738 nm
Final with ramps, either order: 1.9771 nm
Extra dose, hot-cold-hot: 1.440 nm
Final with ramps, hot-cold-hot: 2.0040 nm
Barrier slope: 0.18 eV/nm
L cold if L ~ T: 0.4787 nm
L hot if L ~ T: 0.5266 nm
Final if L ~ T, cold first: 1.9692 nm
Final if L ~ T, hot first: 1.9495 nm
Order difference if L ~ T: 0.0196 nm
Background activation energy: 2.00 eV
Background rate cold: 0.0849 pm/s
Background rate hot: 0.7000 pm/s
Background / model rate at hot end: 8.5 %
Final with background, cold first: 1.9616 nm
Final with background, hot first: 1.9582 nm
Order difference, background: 0.0035 nm
Linear-parabolic scale (rough): 200 nm
Diffusion slowing of background: 1.9 %
Assumed memory loss of A: 10 %
Shift from memory, hot first: -0.0207 nm
Temperature error: 5 K
Shift from temperature error: 0.0353 nm
```
